# Copper electromigration lifetime when line height and void length shrink: a program that tests the result

```python
"""Electromigration lifetime of a copper line with transport in its top interface.

Result under test: lifetime = h * Lc * kT / (delta * D * F), F = Z * e * rho * j,
so halving both h and Lc at fixed j divides the lifetime by four.
h: line height, Lc: critical void length at the via, delta: interface thickness,
D: interface diffusivity, F: force on an atom, Z: size of effective charge number,
rho: resistivity, j: current density. SI units inside, practical units in print.
Material parameters are rough typical values for capped damascene copper.
"""
import numpy as np
from scipy.constants import e, k, hbar
from scipy.integrate import dblquad
from scipy.linalg import expm, solve_banded
from scipy.special import expn

NM, UM, HOUR, MPA = 1e-9, 1e-6, 3600.0, 1e6
YEAR = 365.25 * 24 * HOUR
T_TEST, T_USE = 573.0, 378.0
J = 1.5e10
RHO = 4.0e-8
Z = 1.0
DELTA = 0.5 * NM
D0, EA = 1.0e-6, 0.95 * e
OMEGA = 0.0118 * NM**3
B = 1.0e10
H, LC, W = 100 * NM, 100 * NM, 50 * NM


def diffusivity(temp):
    return D0 * np.exp(-EA / (k * temp))


def drift_speed(height, j=J, temp=T_TEST):
    """Speed of the void edge for a void filling the cross-section."""
    return DELTA / height * diffusivity(temp) * Z * e * RHO * j / (k * temp)


def lifetime(height, crit, j=J, temp=T_TEST):
    return crit / drift_speed(height, j, temp)


def stress_diffusivity(height):
    return B * OMEGA * DELTA * diffusivity(T_TEST) / (height * k * T_TEST)


force = Z * e * RHO * J
gradient = force / OMEGA
tau = lifetime(H, LC)
tau_half = lifetime(H / 2, LC / 2)

# Atom counting: a filled chain of sites with biased hops between closed ends.
# The gain of the right half is the net number of atoms crossing the middle.
hop = (4 * OMEGA) ** (1 / 3) / np.sqrt(2)
bias = force * hop / (k * T_TEST)
hop_rate = diffusivity(T_TEST) / hop**2
sites, hops = 200, 100.0
right, left = np.exp(bias / 2), np.exp(-bias / 2)
gen = np.zeros((sites, sites))
for i in range(sites - 1):
    gen[i + 1, i] += right
    gen[i, i] -= right
    gen[i, i + 1] += left
    gen[i + 1, i + 1] -= left
occupancy = expm(gen * hops) @ np.ones(sites)
crossing_rate = np.sum(occupancy[sites // 2:] - 1.0) / hops * hop_rate


def counted_lifetime(height, crit, width):
    atoms_to_remove = width * height * crit / OMEGA
    atoms_per_plane = width * DELTA * hop / OMEGA
    return atoms_to_remove / (atoms_per_plane * crossing_rate)


count_full = counted_lifetime(H, LC, W)
count_half = counted_lifetime(H / 2, LC / 2, W / 2)
assert abs(count_full / tau - 1) < 1e-4
assert abs(count_half / tau_half - 1) < 1e-4
assert abs(count_full / count_half - 4) < 1e-3


def grow_void(length, height, crit, max_time, tension=0.0, nucleation=0.0):
    """Implicit finite-volume solution of stress and void growth.

    Returns failure time (inf if none), void length, nucleation time and
    stress at the far end. Before nucleation the via end is blocked.
    """
    cells, steps = 400, 4000
    dx, dt = length / cells, max_time / steps
    v, kap = drift_speed(height), stress_diffusivity(height)
    r, push = kap * dt / dx**2, B * v * dt / dx
    stress = np.full(cells, tension)
    is_open, void, t_nuc = nucleation == 0.0, 0.0, 0.0
    band = np.zeros((3, cells))
    band[0, 1:] = -r
    band[2, :-1] = -r
    for n in range(steps):
        band[1] = 1 + 2 * r
        band[1, 0] = 1 + 3 * r if is_open else 1 + r
        band[1, -1] = 1 + r
        rhs = stress.copy()
        rhs[-1] -= push
        if not is_open:
            rhs[0] += push
        stress = solve_banded((1, 1), band, rhs)
        far = stress[-1] - gradient * dx / 2
        if is_open:
            speed = v + 2 * kap * stress[0] / (B * dx)
            if void + speed * dt >= crit:
                return n * dt + (crit - void) / speed, crit, t_nuc, far
            void += speed * dt
        elif stress[0] + gradient * dx / 2 >= nucleation:
            is_open, t_nuc = True, (n + 1) * dt
    return np.inf, void, t_nuc, far


# Long line without initial stress: growth must stay linear in time.
LONG = 100 * UM
full = grow_void(LONG, H, LC, 1.5 * tau)
half = grow_void(LONG, H / 2, LC / 2, 1.5 * tau_half)
assert abs(full[0] / tau - 1) < 1e-3
assert abs(full[0] / half[0] - 4) < 4e-3
far_formula = -2 * gradient * np.sqrt(stress_diffusivity(H) * tau / np.pi)
assert abs(full[3] / far_formula - 1) < 0.02

# Initial tension feeds the void with a square-root law.
TENSION = 20 * MPA


def tension_lifetime(height, crit):
    v = drift_speed(height)
    b = 2 * TENSION / B * np.sqrt(stress_diffusivity(height) / np.pi)
    return ((-b + np.sqrt(b * b + 4 * v * crit)) / (2 * v)) ** 2


ten_full = grow_void(LONG, H, LC, 1.5 * tau, tension=TENSION)[0]
ten_half = grow_void(LONG, H / 2, LC / 2, 1.5 * tau_half, tension=TENSION)[0]
assert abs(ten_full / tension_lifetime(H, LC) - 1) < 0.02
assert abs(ten_half / tension_lifetime(H / 2, LC / 2) - 1) < 0.02
assert 4 < ten_full / ten_half < 8

# Nucleation stage before growth.
SIGMA_C = 40 * MPA
nuc_full = grow_void(LONG, H, LC, 2 * tau, nucleation=SIGMA_C)
nuc_half = grow_void(LONG, H / 2, LC / 2, 2 * tau_half, nucleation=SIGMA_C)
nuc_formula = np.pi * SIGMA_C**2 / (4 * gradient**2 * stress_diffusivity(H))
assert abs(nuc_full[2] / nuc_formula - 1) < 0.03
assert 2 < nuc_full[0] / nuc_half[0] < 4

# Short line: back stress stops the void at a finite length.
SHORT = 12 * UM
saturation = gradient * SHORT**2 / (2 * B)
stop_time = 5 * SHORT**2 / stress_diffusivity(H)
short_full = grow_void(SHORT, H, LC, stop_time)
short_half = grow_void(SHORT, H / 2, LC / 2, stop_time / 2)
assert np.isinf(short_full[0]) and abs(short_full[1] / saturation - 1) < 0.01
assert np.isfinite(short_half[0]) and short_half[0] > tau_half
safe_full = np.sqrt(2 * B * LC / gradient)
safe_half = np.sqrt(2 * B * (LC / 2) / gradient)

# Sidewalls: average a pixel map of diffusivity over the cross-section.
SIDE = 0.05


def map_speed(height, width):
    rows, cols = round(height / DELTA), round(width / DELTA)
    section = np.zeros((rows, cols))
    section[:, 0] = section[:, -1] = SIDE
    section[0, :] = 1.0
    return section.mean() * diffusivity(T_TEST) * force / (k * T_TEST)


side_ratio = 2 * map_speed(H / 2, W) / map_speed(H, W)
side_ratio_scaled = 2 * map_speed(H / 2, W / 2) / map_speed(H, W)
side_share = (2 * SIDE / W) / (1 / H + 2 * SIDE / W)
assert abs(side_ratio / (2 * (2 - side_share)) - 1) < 0.005
assert abs(side_ratio_scaled / 4 - 1) < 0.005

# Lattice diffusion relative to the interface path.
LATTICE_D0, LATTICE_EA = 5e-5, 2.1 * e
lattice = LATTICE_D0 * np.exp(-LATTICE_EA / (k * T_TEST))
lattice_share = lattice / (DELTA * diffusivity(T_TEST) / H)
assert lattice_share < 1e-3

# Joule heating, heat flowing straight down through the dielectric.
DIEL, K_DIEL = 500 * NM, 0.3
heat_full = J**2 * RHO * H * DIEL / K_DIEL
heat_half = heat_full / 2
joule_ratio = (lifetime(H, LC, temp=T_TEST + heat_full)
               / lifetime(H / 2, LC / 2, temp=T_TEST + heat_half))

# Resistivity rise from diffuse scattering at top and bottom faces.
RHO_BULK = 3.5e-8
path = (3 * np.pi**2) ** (1 / 3) * hbar / (e**2 * OMEGA ** (-2 / 3)) / RHO_BULK


def film_conductance(x):
    """Film over bulk conductivity; x is height over mean free path."""
    return 1 - 3 / (8 * x) + 1.5 / x * (expn(3, x) - expn(5, x))


x_half = H / 2 / path
direct = dblquad(lambda z, u: 1.5 * (1 - u * u) * (1 - np.exp(-x_half * z / u)),
                 0, 1, 0, 1, epsabs=1e-7, epsrel=1e-7)[0]
assert abs(direct - film_conductance(x_half)) < 1e-5
rise = RHO_BULK * (1 / film_conductance(x_half) - 1 / film_conductance(H / path))
rho_ratio = 4 * (RHO + rise) / RHO

fixed_current_ratio = tau / lifetime(H / 2, LC / 2, j=2 * J)


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("Test temperature", T_TEST, "K")
show("Current density", J / 1e10, "MA/cm2")
show("Line resistivity", RHO * 1e8, "uOhm cm")
show("Effective charge number, magnitude", Z)
show("Interface thickness", DELTA / NM, "nm")
show("Interface diffusivity prefactor", D0 * 1e4, "cm2/s")
show("Interface activation energy", EA / e, "eV")
show("Atomic volume", OMEGA / NM**3, "nm3")
show("Effective modulus", B / 1e9, "GPa")
show("Original height", H / NM, "nm")
show("Original critical void length", LC / NM, "nm")
show("Line width", W / NM, "nm")
show("Thermal energy kT", k * T_TEST / e, "eV")
show("Interface diffusivity", diffusivity(T_TEST) * 1e4, "cm2/s")
show("Force on an atom", force / e * UM, "eV/um")
show("Force times hop length over kT", bias)
show("Void volume rate, any height", W * H * drift_speed(H) / NM**3 * HOUR, "nm3/h")
show("Void edge speed, original", drift_speed(H) / NM * HOUR, "nm/h")
show("Void edge speed, half height", drift_speed(H / 2) / NM * HOUR, "nm/h")
show("Lifetime, original", tau / HOUR, "h")
show("Lifetime, only height halved", lifetime(H / 2, LC) / HOUR, "h")
show("Lifetime, only void length halved", lifetime(H, LC / 2) / HOUR, "h")
show("Lifetime, both halved", tau_half / HOUR, "h")
show("Lifetime ratio by atom counting", count_full / count_half, fmt=".5f")
show("Lifetime ratio by stress equation", full[0] / half[0], fmt=".5f")
show("Lifetime ratio at fixed current and width", fixed_current_ratio)
show("Use temperature", T_USE, "K")
show("Lifetime at use temperature, original", lifetime(H, LC, temp=T_USE) / YEAR, "years")
show("Lifetime at use temperature, both halved",
     lifetime(H / 2, LC / 2, temp=T_USE) / YEAR, "years")
show("Long line length", LONG / UM, "um")
show("Far-end stress at failure, original", full[3] / MPA, "MPa", ".3g")
show("Assumed initial tension", TENSION / MPA, "MPa")
show("Lifetime with tension, original", ten_full / HOUR, "h", ".3g")
show("Lifetime ratio with tension", ten_full / ten_half, fmt=".3g")
show("Assumed nucleation stress", SIGMA_C / MPA, "MPa")
show("Nucleation time, original", nuc_full[2] / HOUR, "h", ".3g")
show("Lifetime with nucleation, original", nuc_full[0] / HOUR, "h", ".4g")
show("Lifetime ratio with nucleation", nuc_full[0] / nuc_half[0], fmt=".3g")
show("Short line length", SHORT / UM, "um")
show("Saturated void length in short line", saturation / NM, "nm", ".3g")
show("Short-line lifetime, both halved", short_half[0] / HOUR, "h", ".3g")
show("Longest immortal line, original", safe_full / UM, "um", ".3g")
show("Longest immortal line, both halved", safe_half / UM, "um", ".3g")
show("Sidewall to top diffusivity ratio", SIDE)
show("Sidewall share of original drift", side_share, fmt=".3g")
show("Lifetime ratio with sidewalls, width fixed", side_ratio, fmt=".3g")
show("Lifetime ratio with sidewalls, width halved", side_ratio_scaled, fmt=".3g")
show("Lattice to interface transport", lattice_share, fmt=".1e")
show("Dielectric thickness below line", DIEL / NM, "nm")
show("Dielectric thermal conductivity", K_DIEL, "W/(m K)")
show("Joule heating, original", heat_full, "K", ".2g")
show("Lifetime ratio with Joule heating", joule_ratio, fmt=".3g")
show("Assumed bulk resistivity at test temperature", RHO_BULK * 1e8, "uOhm cm")
show("Electron mean free path", path / NM, "nm", ".3g")
show("Resistivity rise on halving height", rise * 1e8, "uOhm cm", ".2g")
show("Lifetime ratio with that rise, Z fixed", rho_ratio, fmt=".3g")
print("success")
```

Output:

```
Test temperature: 573 K
Current density: 1.5 MA/cm2
Line resistivity: 4 uOhm cm
Effective charge number, magnitude: 1
Interface thickness: 0.5 nm
Interface diffusivity prefactor: 0.01 cm2/s
Interface activation energy: 0.95 eV
Atomic volume: 0.0118 nm3
Effective modulus: 10 GPa
Original height: 100 nm
Original critical void length: 100 nm
Line width: 50 nm
Thermal energy kT: 0.04938 eV
Interface diffusivity: 4.409e-11 cm2/s
Force on an atom: 0.0006 eV/um
Force times hop length over kT: 3.105e-06
Void volume rate, any height: 4822 nm3/h
Void edge speed, original: 0.9644 nm/h
Void edge speed, half height: 1.929 nm/h
Lifetime, original: 103.7 h
Lifetime, only height halved: 51.85 h
Lifetime, only void length halved: 51.85 h
Lifetime, both halved: 25.92 h
Lifetime ratio by atom counting: 4.00000
Lifetime ratio by stress equation: 4.00000
Lifetime ratio at fixed current and width: 8
Use temperature: 378 K
Lifetime at use temperature, original: 159.5 years
Lifetime at use temperature, both halved: 39.87 years
Long line length: 100 um
Far-end stress at failure, original: -102 MPa
Assumed initial tension: 20 MPa
Lifetime with tension, original: 80.8 h
Lifetime ratio with tension: 4.43
Assumed nucleation stress: 40 MPa
Nucleation time, original: 16 h
Lifetime with nucleation, original: 106.5 h
Lifetime ratio with nucleation: 3.81
Short line length: 12 um
Saturated void length in short line: 58.7 nm
Short-line lifetime, both halved: 48 h
Longest immortal line, original: 15.7 um
Longest immortal line, both halved: 11.1 um
Sidewall to top diffusivity ratio: 0.05
Sidewall share of original drift: 0.167
Lifetime ratio with sidewalls, width fixed: 3.67
Lifetime ratio with sidewalls, width halved: 4
Lattice to interface transport: 7.7e-07
Dielectric thickness below line: 500 nm
Dielectric thermal conductivity: 0.3 W/(m K)
Joule heating, original: 1.5 K
Lifetime ratio with Joule heating: 3.91
Assumed bulk resistivity at test temperature: 3.5 uOhm cm
Electron mean free path: 18.8 nm
Resistivity rise on halving height: 0.3 uOhm cm
Lifetime ratio with that rise, Z fixed: 4.3
success
```
